\section*{Acoustoelectric attenuation, Weinreich relation and drift-induced gain in piezoelectric semiconductors, part 1}

(Sections cited here and not found follow in the second part.)

\section{Small-signal attenuation and the threshold for gain}

In the model crystal specified below, a 200 MHz sound wave loses 179 dB/cm to the conduction electrons when no voltage is applied. A field of $-10^{5}$ V/m along the wave, which drives the electrons forward at 3000 m/s, turns this loss into a gain of 183 dB/cm. The sign changes at a drift of 2008.09 m/s, although the elastic constant and density give a sound speed of 2000 m/s. At an intensity of 10 W/m$^2$ the wave drags a direct current of $-0.61$ A/m$^2$ without the field and $+0.63$ A/m$^2$ with it. These figures belong to the modes of the linearized equations without expansion in the coupling; the first-order formulas derived below give losses, gains and currents larger in magnitude by 2 to 4\%. The size of the loss, the place where it changes sign and the tie between loss and current follow from five field equations.

\subsection{Model and conventions}

SI units are used. A plane wave travels along $+x$, and one displacement component $u(x,t)$ with strain $S=\partial_x u$ couples to the longitudinal field $E$. The field is quasi-static because sound is far slower than light. The electric enthalpy density $H=\tfrac12 cS^2-eSE-\tfrac12\varepsilon E^2$ gives the stress $T=\partial H/\partial S$ and the electric displacement $\mathcal D=-\partial H/\partial E$,
\begin{equation}
T=cS-eE,\qquad \mathcal D=\varepsilon E+eS .
\label{const}
\end{equation}
Here $c$ is the stiffness at constant field, $\varepsilon$ the permittivity at constant strain, and $e$ the piezoelectric constant for the chosen direction and polarization. The same $e$ stands in both relations because both come from one $H$. Inversion leaves $S$ unchanged and reverses $E$, so $e=0$ in a crystal with an inversion centre.

One type of nondegenerate carrier is present, with signed charge $q$, density $n$, neutral density $n_0$ and signed mobility $\mu_s=\mu\,\mathrm{sgn}\,q$, $\mu>0$, so that its drift velocity is $\mu_sE$. With mass density $\rho$ and space charge $\rho_c=q(n-n_0)$,
\begin{align}
\rho\,\partial_t^2u&=\partial_xT, \label{newton}\\
\partial_x(\varepsilon E+eS)&=\rho_c, \label{gauss}\\
J&=q\mu_s nE-qD\,\partial_xn, \label{current}\\
\partial_t\rho_c+\partial_xJ&=0. \label{cont}
\end{align}
The diffusion constant follows from equilibrium at the lattice temperature $T_L$. The Boltzmann distribution has $\partial_xn=nqE/k_BT_L$, and $J=0$ then requires $\mu_s=Dq/k_BT_L$, that is $D=\mu k_BT_L/|q|$.

The model assumes a field-independent $\mu$, a local current law ($kl\ll1$ and $\omega\tau\ll1$ for mean free path $l$ and momentum relaxation time $\tau$), no trapping, no deformation-potential coupling and no lattice viscosity. It also drops the convection of carriers by the moving lattice. That velocity is of order $v_0S$, against a piezoelectric drift of order $\mu eS/\varepsilon$, so the ratio $\varepsilon v_0/\mu e$ must be small. The derived quantities are
\begin{equation}
\sigma=q\mu_sn_0=|q|\mu n_0,\quad v_0^2=\frac c\rho,\quad K^2=\frac{e^2}{\varepsilon c},\quad \omega_c=\frac\sigma\varepsilon,\quad \omega_D=\frac{v_0^2}{D},\quad \lambda^2=\frac{D}{\omega_c}.
\end{equation}
$\omega_c$ is the dielectric relaxation rate and $\lambda$ the Debye length. A uniform field $E_0$ gives the drift $v_d=\mu_sE_0$, counted positive along $+x$, so that for electrons $v_d>0$ needs $E_0<0$.

\subsection{Linear response of the carriers}

Write $E=E_0+E_1$, $n=n_0+n_1$, $\rho_1=qn_1$, with all first-order quantities proportional to $e^{i(kx-\omega t)}$, so that $\partial_x\to ik$ and $\partial_t\to-i\omega$. The static strain caused by $E_0$ is uniform and drops out of (\ref{newton}) and (\ref{gauss}). The product $nE$ in (\ref{current}) has the first-order part $n_0E_1+n_1E_0$, hence
\begin{equation}
J_1=\sigma E_1+v_d\rho_1-ikD\rho_1 .
\end{equation}
Continuity reads $-i\omega\rho_1+ikJ_1=0$, or $J_1=(\omega/k)\rho_1$. Equating the two forms of $J_1$ and multiplying by $k$ gives $\rho_1(\omega-kv_d+ik^2D)=\sigma kE_1$, so
\begin{equation}
\rho_1=\frac{\sigma k}{W}E_1,\qquad W=\omega-kv_d+ik^2D .
\label{rho1}
\end{equation}
For real $k$ the real part of $W$ is the frequency seen by an observer who drifts with the carriers, and the imaginary part is the rate at which diffusion smooths a density ripple. Gauss's law gives $ik(\varepsilon E_1+eS_1)=\rho_1$. Inserting (\ref{rho1}), cancelling $k$ and multiplying by $W$,
\begin{equation}
iW(\varepsilon E_1+eS_1)=\sigma E_1\quad\Rightarrow\quad E_1(\sigma-i\varepsilon W)=iWeS_1 .
\end{equation}
Multiplying both sides by $i/\varepsilon$ turns the bracket into $W+i\omega_c$ and the right side into $-WeS_1/\varepsilon$:
\begin{equation}
E_1=-\frac e\varepsilon R\,S_1,\qquad R=\frac{W}{W+i\omega_c}=1-\frac{i\omega_c}{W+i\omega_c}.
\label{E1}
\end{equation}
$R$ is the fraction of the bare piezoelectric field $-eS_1/\varepsilon$ that survives screening. The bunched charge follows from Gauss's law,
\begin{equation}
\rho_1=ikeS_1(1-R)=ikeS_1\,\frac{i\omega_c}{W+i\omega_c}.
\label{bunch}
\end{equation}

\subsection{Dispersion relation}

With (\ref{E1}) the stress is $T_1=cS_1+(e^2/\varepsilon)RS_1=c(1+K^2R)S_1$. Equation (\ref{newton}) with $S_1=iku_1$ gives $-\rho\omega^2u_1=ikT_1=-k^2c(1+K^2R)u_1$, so
\begin{equation}
\omega^2=v_0^2k^2\,[1+K^2R(k,\omega)] .
\label{disp}
\end{equation}
No expansion in $K^2$ has been made. Introduce
\begin{equation}
z=\frac{kv_0}{\omega},\quad a=\frac{\omega_c}\omega,\quad p=\frac\omega{\omega_D},\quad d=\frac{v_d}{v_0},\quad \gamma=1-d,\quad b=a+p,\quad \Delta=\gamma^2+b^2 .
\end{equation}
Since $k^2D=z^2\omega^2D/v_0^2=\omega pz^2$, one has $W/\omega=1-dz+ipz^2$. Dividing (\ref{disp}) by $\omega^2$ and multiplying by $(W+i\omega_c)/\omega$ leaves a quartic,
\begin{equation}
(1-z^2)(1-dz+ipz^2+ia)-K^2z^2(1-dz+ipz^2)=0 .
\label{quartic}
\end{equation}
At $K=0$ its roots are $z=\pm1$, the forward and backward sound waves, and the two roots of $W+i\omega_c=0$, which are damped space-charge disturbances. An implementation takes the root that joins $z=+1$ as $K\to0$, or $z=-1$ for the backward wave. The numerical check confirms symbolically that the determinant of the linearized equations (\ref{newton})--(\ref{cont}) is proportional to (\ref{quartic}), and it uses the roots of that determinant as the reference for the formulas below. The word exact, applied to such a root, means exact within the linearized model.

\subsection{First order in the coupling}

From (\ref{disp}), $z=(1+K^2R)^{-1/2}=1-\tfrac12K^2R+O(K^4)$, and at this order $R$ may be evaluated at $z=1$. There $W=\omega(\gamma+ip)$ and $W+i\omega_c=\omega(\gamma+ib)$. Multiplying numerator and denominator by $\gamma-ib$,
\begin{equation}
\frac{ia}{\gamma+ib}=\frac{ia(\gamma-ib)}{\Delta}=\frac{ab+ia\gamma}{\Delta},\qquad
R=1-\frac{ab}\Delta-i\,\frac{a\gamma}\Delta .
\end{equation}
With $k_0=\omega/v_0$ and $k=k_0z$, the amplitude varies as $e^{-\alpha x}$ with $\alpha=\mathrm{Im}\,k$. The imaginary part of $-\tfrac12K^2R$ is $+K^2a\gamma/2\Delta$, and $k_0a=\omega_c/v_0$, so
\begin{equation}
\alpha=\frac{K^2\omega_c}{2v_0}\,\frac{\gamma}{\gamma^2+\left(\omega_c/\omega+\omega/\omega_D\right)^2},\qquad \Gamma=2\alpha .
\label{alpha}
\end{equation}
$\Gamma$ is the attenuation of the intensity, which is quadratic in the amplitude. The real part gives the phase velocity $v=\omega/\mathrm{Re}\,k$,
\begin{equation}
v=\frac{v_0}{1-\tfrac12K^2(1-ab/\Delta)}\approx v_0\left[1+\tfrac12K^2\left(1-\frac{ab}{\Delta}\right)\right].
\label{vel}
\end{equation}
These are the Hutson--White formulas. For real $k$ and complex $\omega$, (\ref{disp}) gives $\omega=v_0k(1+\tfrac12K^2R)$, hence $\mathrm{Im}\,\omega=-\alpha v_0$, and the energy of a spatially periodic wave decays at the rate $\Gamma v_0$ at the same order.

The step that evaluates $R$ at $z=1$ sets the range of validity. At $z=1$, $|R|^2=(\gamma^2+p^2)/(\gamma^2+b^2)<1$, so $|z-1|$ is below $K^2/2$ at leading order. This shift changes $W/\omega$ by $(-d+2ip)(z-1)$, which must be small against $|\gamma+ib|$. A sufficient condition is
\begin{equation}
\tfrac12K^2\sqrt{d^2+4p^2}\ll\sqrt{\gamma^2+b^2}.
\end{equation}
It is most demanding near $\gamma=0$ when $b$ is small, that is for $\omega_c\ll\omega\ll\omega_D$; the quartic should then be solved. The condition limits the error of the complex $k$. A small relative error of $\alpha$ also needs $|\gamma|\gg K^2$, because $\alpha$ passes through zero near $\gamma=0$ and the coupling shifts that zero. The check asserts that the complex difference between the root and the first-order $k$ is below $2K^4k_0$ in the example and falls by a factor between 80 and 120 when $K^2$ is reduced tenfold, as a $K^4$ remainder must.

The sign of $\alpha$ is the sign of $\gamma$, and (\ref{rho1}) shows why. The part of $\rho_1$ in phase with $E_1$ is proportional to $\mathrm{Re}\,W=\omega\gamma$. The alternating current $J_1=(\omega/k)\rho_1$ therefore takes power from the field when the wave overtakes the carriers and gives power to it when the carriers overtake the wave. A negative $\mathrm{Im}\,k$ means gain because the root is the continuation of a wave that carries energy toward $+x$.

The limits of (\ref{alpha}) and (\ref{vel}) are the following. For an insulator, $a\to0$, $R\to1$, the loss vanishes and $v\to v_0(1+K^2/2)$, the piezoelectrically stiffened speed. For a good conductor, $a\to\infty$, $R\to0$ and $v\to v_0$, since the carriers short out the field. At low frequency $b\approx a\gg|\gamma|$ and $\alpha\approx K^2\gamma\omega^2/2v_0\omega_c$. At high frequency $b\approx p\gg|\gamma|$ and $\alpha\approx K^2\gamma\omega_c\omega_D^2/2v_0\omega^2$, because diffusion prevents bunching on the scale of the wavelength. If $b\ll|\gamma|$ over some band, $\alpha\approx K^2\omega_c/2v_0\gamma$ is independent of frequency there.

\subsection{Best frequency, best drift and the round trip}

At fixed $\gamma\ne0$ the frequency enters (\ref{alpha}) through $b$ alone, and $|\alpha|$ is largest where $b$ is smallest. Setting $db/d\omega=-\omega_c/\omega^2+1/\omega_D=0$,
\begin{equation}
\omega_m=\sqrt{\omega_c\omega_D},\qquad b_{\min}=2\sqrt{\omega_c/\omega_D}.
\end{equation}
Because $k_0^2\lambda^2=\omega^2D/v_0^2\omega_c=\omega^2/\omega_c\omega_D=p/a$, this is the condition $k_0\lambda=1$. At fixed $\omega$, $d(\gamma/\Delta)/d\gamma=(b^2-\gamma^2)/\Delta^2$ vanishes at $\gamma=\pm b$. The largest gain lies at $\gamma=-b$, where $\Delta=2b^2$:
\begin{equation}
v_d=v_0(1+b),\qquad \alpha=-\frac{K^2\omega_c}{4v_0b}.
\end{equation}
A faster drift lowers the gain, since by (\ref{bunch}) the bunched charge falls as $1/|\gamma|$ for $|\gamma|\gg b$.

A wave reflected from the far end runs against the drift. Reversing $x$ reverses $v_d$, so its attenuation is (\ref{alpha}) with $\gamma'=1+d$. Using $\gamma+\gamma'=2$ and $\gamma\gamma'=1-d^2$,
\begin{equation}
\frac\gamma{\gamma^2+b^2}+\frac{\gamma'}{\gamma'^2+b^2}=\frac{(\gamma+\gamma')(\gamma\gamma'+b^2)}{(\gamma^2+b^2)(\gamma'^2+b^2)}=\frac{2(1-d^2+b^2)}{(\gamma^2+b^2)(\gamma'^2+b^2)} .
\end{equation}
The electronic contribution to a round trip is a net gain when $v_d>v_0\sqrt{1+b^2}$, to first order in $K^2$. The check locates both optima and this crossing from the determinant roots, with $e$ reduced thirtyfold to isolate the first order, and asserts agreement to $10^{-3}$.

\subsection{The threshold without expansion in the coupling}

At the threshold $k$ and $\omega$ are both real, so (\ref{disp}) requires a real $R$. Multiplying numerator and denominator by the conjugate of the denominator,
\begin{equation}
R=\frac{W(W^*-i\omega_c)}{|W+i\omega_c|^2}=\frac{|W|^2-i\omega_cW}{|W+i\omega_c|^2},\qquad
\mathrm{Im}\,R=-\frac{\omega_c\,\mathrm{Re}\,W}{|W+i\omega_c|^2}.
\end{equation}
For $\omega_c>0$ this vanishes if and only if $\omega=kv_d$, that is when the drift equals the actual phase velocity $\omega/k$. Then $W=ik^2D$ and $R=k^2D/(k^2D+\omega_c)=k^2\lambda^2/(1+k^2\lambda^2)$. This is static Debye screening, as it should be for carriers that see a wave at rest. Equation (\ref{disp}) becomes
\begin{equation}
v_{\rm th}=v_0\left[1+K^2\frac{y}{1+y}\right]^{1/2},\qquad y=\left(\frac{\omega\lambda}{v_{\rm th}}\right)^2 .
\label{vth}
\end{equation}
The left side rises with $v_{\rm th}$ and the right side falls, so the solution is unique, and it lies between $v_0$ and $v_0\sqrt{1+K^2}$. Along a forward root that varies continuously with $v_d$, $\mathrm{Im}\,k$ can vanish at this drift alone. If $b^2\gg K^2a$, as in the example below (0.456 against 0.0098), this root is the sound wave on both sides of the threshold, and $\mathrm{Im}\,k$ is positive below $v_{\rm th}$ and negative above it. If $b^2$ is below about $K^2a$, the sound root and a space-charge root exchange identity as the drift rises. The root followed from low drift then stays damped, and the zero at $v_{\rm th}$ belongs to the other one. The statement that gain sets in above the sound velocity therefore refers to $v_{\rm th}$. Formula (\ref{alpha}) puts the zero at $v_0$ because a shift of order $K^2$ in $\gamma$ alters $\alpha$ at order $K^4$. Replacing $v_{\rm th}$ by $v_0$ matters when $|\gamma|$ is comparable with $K^2$. The threshold concerns the electronic part of the loss. With a lattice attenuation $\alpha_L>0$, added at leading order, net gain needs $\alpha<-\alpha_L$, which has no solution in $v_d$ if $\alpha_L>K^2\omega_c/4v_0b$.

\subsection{Worked example: attenuation and gain}

The parameters are round model values and describe no particular material: $\rho=5000$ kg/m$^3$, $c=2\times10^{10}$ Pa, $e=0.2$ C/m$^2$, $\varepsilon=10\varepsilon_0$, electrons with $n_0=10^{19}$ m$^{-3}$ and $\mu=0.03$ m$^2$/(V\,s), $T_L=300$ K, $\omega/2\pi=200$ MHz. They give $v_0=2000$ m/s, $K^2=0.022588$, $\sigma=0.048065$ S/m, $D=7.7556\times10^{-4}$ m$^2$/s, $\omega_c=5.4285\times10^{8}$ s$^{-1}$, $\omega_D=5.1576\times10^{9}$ s$^{-1}$, $\omega=1.2566\times10^9$ s$^{-1}$, $k_0=6.2832\times10^5$ m$^{-1}$ and $\lambda=1.195\times10^{-6}$ m. Then
\begin{equation}
a=0.43199,\quad p=0.24365,\quad b=0.67564,\quad b^2=0.45649,\quad \frac{K^2\omega_c}{2v_0}=3065.5\ \mathrm{m^{-1}} .
\end{equation}
Without drift, $\gamma=1$ and $\alpha=3065.5/1.45649=2105$ m$^{-1}$. The conversion is $20/\ln10=8.686$ dB per neper, so $\alpha=8.686\times21.05=183$ dB/cm. With $E_0=-10^5$ V/m, $v_d=(-0.03)(-10^5)=3000$ m/s, $\gamma=-0.5$, $\Delta=0.25+0.45649=0.70649$ and $\alpha=-1532.75/0.70649=-2170$ m$^{-1}$, or $-188$ dB/cm. The determinant roots give $2058$ and $-2105$ m$^{-1}$ (179 and $-183$ dB/cm). The first-order magnitudes are too large by 2.2\% and 3.1\% of the root values, which is the size of $K^2=2.3\%$.

For the phase velocity without drift, $ab/\Delta=0.29187/1.45649=0.20039$ and $\tfrac12K^2(1-0.20039)=0.009031$. The first form of (\ref{vel}) gives $2000/(1-0.009031)=2018.2$ m/s, and the root gives 2018.0 m/s. With drift the two values are 2013.3 and 2013.1 m/s.

The threshold is found by iterating (\ref{vth}). Starting from $y=p/a=0.5640$, $y/(1+y)=0.3606$ and $v/v_0=\sqrt{1.008146}=1.004065$. The next pass has $y=0.5640/1.008146=0.5595$, $y/(1+y)=0.35875$ and $v/v_0=\sqrt{1.008104}=1.004044$, so $v_{\rm th}=2008.09$ m/s. A root search for $\mathrm{Im}\,k=0$ on the determinant is asserted to agree with the converged iteration to a relative $10^{-9}$, and the root at $v_d=v_0$ is asserted to be still damped. The threshold field has magnitude $v_{\rm th}/\mu=6.69\times10^4$ V/m. The 8 m/s excess over $v_0$ is the stiffening left by incomplete Debye screening at $k\lambda\approx0.75$.

The figures in this paragraph come from the first-order formulas and carry relative errors of order $K^2$. The best drift at 200 MHz is $2000\times1.67564=3351$ m/s, where $\alpha=-3065.5/(2\times0.67564)=-2269$ m$^{-1}$, or $-197$ dB/cm. The best frequency is $\omega_m/2\pi=266$ MHz, with $b_{\min}^2=4\omega_c/\omega_D=0.4210$ and $\alpha=-1532.75/0.6710=-2284$ m$^{-1}$ at $v_d=3000$ m/s. The backward wave at 200 MHz has $\gamma'=2.5$ and $\alpha=3065.5\times2.5/6.70649=1143$ m$^{-1}$. Forward gain outweighs this loss, in accord with a round-trip threshold of $2000\sqrt{1.45649}=2414$ m/s.

\section{The dragged current, large amplitude and the limits of the model}

This part uses the field equations $T=cS-eE$, $\rho\,\partial_t^2u=\partial_xT$, $\partial_x(\varepsilon E+eS)=\rho_c=q(n-n_0)$, $J=q\mu_snE-qD\partial_xn$ and $\partial_t\rho_c+\partial_xJ=0$, with signed $q$ and $\mu_s$, $\sigma=|q|\mu n_0$, $D=\mu k_BT_L/|q|$, $v_d=\mu_sE_0$, $\omega_c=\sigma/\varepsilon$, $\lambda^2=D/\omega_c$ and $K^2=e^2/\varepsilon c$. It takes over $\rho_1=\sigma kE_1/W$ with $W=\omega-kv_d+ik^2D$, $E_1=-(e/\varepsilon)S_1W/(W+i\omega_c)$, and the first-order result $\Gamma=2\alpha=K^2\omega_c\gamma/v_0\Delta$, where $\gamma=1-v_d/v_0$, $a=\omega_c/\omega$, $p=\omega D/v_0^2$, $b=a+p$, $\Delta=\gamma^2+b^2$, $k_0=\omega/v_0$, and $v$ is the phase velocity.

\subsection{Energy balance of the wave}

Let $U=\tfrac12\rho\dot u^2+\tfrac12cS^2$. Using the equation of motion, the product rule and $\partial_x\dot u=\dot S$,
\begin{equation}
\partial_tU=\dot u\,\partial_xT+cS\dot S=\partial_x(T\dot u)-T\dot S+cS\dot S=\partial_x(T\dot u)+eE\dot S .
\end{equation}
Brackets denote an average over one period. The intensity is $I=-\langle T\dot u\rangle$, the power lost per volume is $P=-e\langle E\dot S\rangle$, and $\partial_t\langle U\rangle+\partial_xI=-P$. For real $\omega$ the averages are steady and $I\propto e^{-\Gamma x}$, so $P=\Gamma I$. For a forward wave $\dot u=-vS$, and at leading order in $K^2$, with $\langle AB\rangle=\tfrac12\mathrm{Re}(A_1B_1^*)$, $I=\tfrac12cv_0|S_1|^2$.

This part has derived the small-signal attenuation, the drift at which it turns into gain, and the energy balance $P=\Gamma I$ of the wave. What remains is the direct current that the wave drags, the behaviour at large amplitude, and the effects of trapping and a finite mean free path.

Numerical values quoted here were computed with a short program.
